\section*{Weak dynamical Coulomb blockade and the partition factor T(1−T)}

\section{A channel that carries most and loses least}

A conductor has three spin-degenerate channels with transmissions 0.95, 0.60 and 0.15. It is in series with a resistive environment, and the quantum dynamics of its voltage lowers its differential conductance. At zero temperature and a bias of $100\,\mu$V, the first-order changes are $-0.354$, $-1.787$ and $-0.949\,\mu$S, in the same order. The first channel carries $0.95/1.70=56\%$ of the current but supplies only $0.354/3.090=11\%$ of the reduction. The nearly closed channel loses more than the nearly open one.

What has to be explained is a weight that is small at both ends of the range of transmission. I start with one spin-resolved channel and a prescribed voltage, then let the voltage respond.

\section{One channel with a prescribed phase}

Let the scatterer be short, with energy-independent transmission $T$ and no interaction between electrons inside it. Carriers have charge $e>0$, and positive current runs from left to right. The voltage $V_c(t)$ across the conductor defines a phase,
\begin{equation}
\dot\phi=eV_c/\hbar .
\end{equation}
The incoming fields $a_L(t),a_R(t)$ are normalized to flux, $\{a(t),a^\dagger(t')\}=\delta(t-t')$, and describe equilibrium leads with a common chemical potential. The voltage dresses the left field: $\tilde a_L=e^{-i\phi}a_L$. With reflection amplitude $r$ and right-to-left amplitude $t'$, the field returning to the left is $\tilde b=r\tilde a_L+t'a_R$, where $|r|^2=1-T$ and $|t'|^2=T$. Therefore
\begin{align}
I&=e(\tilde a_L^\dagger\tilde a_L-\tilde b^\dagger\tilde b)\nonumber\\
&=e\left[T(\tilde a_L^\dagger\tilde a_L-a_R^\dagger a_R)
-(r^*t'e^{i\phi}a_L^\dagger a_R+\mathrm{h.c.})\right].
\end{align}

The phases seem to cancel in $\tilde a_L^\dagger\tilde a_L$, but the density of a filled Fermi sea needs a limit of separated times. At zero temperature
\begin{equation}
\langle a^\dagger(t)a(t')\rangle=\int_{-\infty}^{0}\frac{dE}{h}e^{iE(t-t')/\hbar}
=\frac{1}{2\pi i(t-t'-i0)} .
\end{equation}
Separating the two fields by a small time $\epsilon$ multiplies this by $1+i\epsilon\dot\phi$. The density therefore shifts by
\begin{equation}
\frac{i\epsilon\dot\phi}{2\pi i\epsilon}=\frac{\dot\phi}{2\pi}.
\end{equation}
Temperature does not alter the short-time singularity, hence not the shift. When $\phi$ becomes an operator, the density is taken as $\frac12[\tilde a_L^\dagger,\tilde a_L]$; the constants from the commutator of $\phi$ at neighbouring times then cancel. Since $eT\dot\phi/2\pi=(e^2/h)TV_c$,
\begin{align}
I&=GV_c+\xi,\qquad G=T/R_K,\qquad R_K=h/e^2,\label{eq:current}\\
\xi&=e\left[T(a_L^\dagger a_L-a_R^\dagger a_R)
-(r^*t'e^{i\phi}a_L^\dagger a_R+\mathrm{h.c.})\right].\label{eq:xi}
\end{align}

For a prescribed phase $\langle\xi\rangle=0$: the two lead densities are equal, and different leads are uncorrelated. A classical alternating voltage thus leaves the mean current at $G$ times the mean voltage. Rectification of environmental voltage noise cannot explain the opening numbers. Both the density shift and the absence of a dc shift from an added alternating drive were tested numerically.

\section{Which part of the noise feels the phase?}

Define $S(t,t')=\frac12\langle\{\xi(t),\xi(t')\}\rangle$ and $\tau=t-t'$. Wick's theorem gives, for the density in either lead,
\begin{equation}
\langle a^\dagger a\,a'^\dagger a'\rangle_c
=\langle a^\dagger a'\rangle\langle a a'^\dagger\rangle
=-\frac{1}{4\pi^2(\tau-i0)^2},
\end{equation}
at zero temperature, because the electron and hole correlators are equal functions of $\tau$. Call the real part $A(\tau)$. The two densities contribute $2e^2T^2A$. In the interference term, $a_L^\dagger a_R$ pairs with its conjugate at $t'$, and the two pairings carry opposite phases. They contribute
\begin{equation}
e^2T(1-T)A\left[e^{i(\phi-\phi')}+e^{-i(\phi-\phi')}\right].
\end{equation}
Cross terms between density and interference vanish, so
\begin{equation}
S=2e^2A(\tau)\left\{T^2+T(1-T)\cos[\phi(t)-\phi(t')]\right\}.\label{eq:noise}
\end{equation}

At temperature $\Theta$ and $\tau\ne0$,
\begin{equation}
A(\tau)=-\frac{(\pi k\Theta/\hbar)^2}{4\pi^2\sinh^2(\pi k\Theta\tau/\hbar)} .
\end{equation}
Its Fourier transform follows by counting electron--hole pairs. With Fermi function $f$, the integral $\int dE\,f(E)[1-f(E+\hbar\omega)]=\hbar\omega/(1-e^{-\hbar\omega/k\Theta})$, divided by $h$ and symmetrized in $\omega$, gives
\begin{equation}
\hat A(\omega)=\frac{B(\omega)}{4\pi},\qquad
B(\omega)=\omega\coth\frac{\hbar\omega}{2k\Theta}.
\end{equation}

A constant bias has $\phi=vt$, $v=eV/\hbar$. At zero temperature and zero frequency the $T^2$ term vanishes, and the two-sided noise is
\begin{equation}
2e^2T(1-T)\frac{|v|}{4\pi}=\frac{e^3}{h}T(1-T)|V|=e(1-T)|I| .
\end{equation}
This is the shot noise, also called partition noise. The phase-sensitive part of \eqref{eq:noise} has the same coefficient. The zero-frequency kernel was tested against the energy-resolved scattering integral for three transmissions and two biases at finite temperature. Thermal noise survives at $T=1$; its total is not proportional to $T(1-T)$.

\section{Letting the voltage respond}

Now connect a linear equilibrium environment of impedance $Z_e$, with a capacitance $C$ across the conductor. With time dependence $e^{-i\omega t}$, current conservation for fluctuations reads
\begin{equation}
(Z_e^{-1}-i\omega C)\delta V_c=\delta I_e-G\delta V_c-\xi ,
\end{equation}
where $\delta I_e$ is the environment's own current noise. Moving $G\delta V_c$ to the left gives
\begin{equation}
\delta V_c=Z_t(\delta I_e-\xi),\qquad
Z_t=(Z_e^{-1}-i\omega C+G)^{-1}.
\end{equation}
The conductor thus loads its own environment. Let $V$ be the actual mean voltage on the conductor, so that the classical series voltage drop is already included. To the order needed,
\begin{equation}
\phi(t)=vt+\phi_0(t)-\frac e\hbar\int_{-\infty}^t J(t-t')\xi(t')\,dt',
\quad J(t)=\int_0^t Z_t(s)\,ds .\label{eq:phase}
\end{equation}
Here $\phi_0$ comes from $\delta I_e$. The capacitance makes $J(0)=0$: a transferred charge changes the phase later, not instantaneously.

Insert \eqref{eq:phase} into \eqref{eq:xi} and expand to first order in $Z_t/R_K$. Terms containing $\phi_0$ alone multiply $\langle a_L^\dagger a_R\rangle=0$. The response to earlier current noise remains:
\begin{equation}
\delta I=\langle\xi(t)\rangle
=-\frac e\hbar\int_{-\infty}^t dt'\,J(t-t')
\frac{\partial S(t,t')}{\partial\phi(t)}.
\end{equation}
Operator order causes no difficulty here, since the fermion bilinears at distinct times commute and $J(0)=0$. From \eqref{eq:noise}, $\partial S/\partial\phi(t)=-2e^2AT(1-T)\sin(v\tau)$. The two minus signs combine to give
\begin{equation}
\delta I=\frac{2e^3}{\hbar}T(1-T)
\int_0^\infty d\tau\,A(\tau)J(\tau)\sin(v\tau).\label{eq:backaction}
\end{equation}

The physical chain is now visible. A charge fluctuation changes the later voltage phase. That phase changes the interference between electrons from the two leads, which is correlated with the original fluctuation. The $T^2$ noise also moves the voltage, but it is uncorrelated with the interference term and does not change the mean current.

\subsection*{Check with a single oscillator}

Equation \eqref{eq:backaction} can be tested without a continuum. Let correlated fermions enter in discrete time bins, scatter, and couple to an oscillator phase $\lambda(b+b^\dagger)$ of frequency $\Omega$, initially in its ground state. The commutator of the phase at two times gives the replacement $(e^2/\hbar)J(\tau)\to2\lambda^2\sin\Omega\tau$. If $n(\tau)$ is the correlator between bins, then $A\to-|n|^2$, and the transferred charge in units of $e$ changes by
\begin{equation}
\delta q=-4\lambda^2T(1-T)\sum_{t>t'}|n(t-t')|^2
\sin[\Omega(t-t')]\sin[v(t-t')].
\end{equation}
Evolving the full many-body state gives $\delta q/\lambda^2=-0.25112$ for $T=0.5$ and $-0.16072$ for $T=0.2$. Their ratio is $0.640=0.16/0.25$, as required. The formula was tested in every time bin, not just in the sum. The bin model has no term $GV_c$: without coupling its mean transferred charge is zero at any bias. It therefore checks the back-action kernel and the factor $T(1-T)$, but not the loading by $G$ in $Z_t$.

\section{Several channels}

For several channels, $\xi=\sum_n\xi_n$, where $n$ counts spin. All channels share one phase, so a fluctuation in one moves the phase seen by all. Yet the fermions in different channels are uncorrelated, and the required average is diagonal in $n$. Thus
\begin{equation}
G=\frac1{R_K}\sum_nT_n,\qquad
T(1-T)\longrightarrow P=\sum_nT_n(1-T_n).
\end{equation}
The two-channel oscillator runs use three time bins and one electron per lead in each channel, instead of the five bins and two electrons used for one channel, so their values should be compared only with each other. The pair $(0.2,0.7)$ gives $-0.32378$ and $(1,0.5)$ gives $-0.21877$. The ratio is $1.480=(0.16+0.21)/0.25$, so the open channel adds nothing at order $\lambda^2$.

\section{From time to conductance}

At zero temperature $A=-1/(4\pi^2\tau^2)$ for $\tau\ne0$. Take $V>0$. Differentiating \eqref{eq:backaction} brings down $e\tau/\hbar$:
\begin{equation}
\delta G=-\frac{e^4}{2\pi^2\hbar^2}P
\int_0^\infty d\tau\,\frac{J(\tau)\cos v\tau}{\tau}.
\end{equation}
The prefactor is $2/R_K^2$, since $R_K=2\pi\hbar/e^2$. Causality of $Z_t$ gives
\begin{equation}
J(\tau)=\frac2\pi\int_0^\infty d\omega\,
\frac{\operatorname{Re}Z_t(\omega)}{\omega}\sin\omega\tau .\label{eq:J}
\end{equation}
The time integral is then
\begin{align}
\int_0^\infty\frac{\sin\omega\tau\cos v\tau}{\tau}d\tau
&=\frac12\int_0^\infty\frac{\sin(\omega+v)\tau+\sin(\omega-v)\tau}{\tau}d\tau\nonumber\\
&=\frac\pi4[1+\operatorname{sgn}(\omega-v)],
\end{align}
which is $\pi/2$ for $\omega>v$ and zero for $\omega<v$. For either sign of bias,
\begin{equation}
\boxed{\delta G(V)=-\frac2{R_K^2}\sum_nT_n(1-T_n)
\int_{e|V|/\hbar}^{\infty}d\omega\,
\frac{\operatorname{Re}Z_t(\omega)}{\omega}}\label{eq:main}
\end{equation}
to first order in $Z_t/R_K$. Dividing by $G$,
\begin{equation}
\frac{\delta G}{G}=-F\frac2{R_K}\int_{e|V|/\hbar}^{\infty}
d\omega\,\frac{\operatorname{Re}Z_t}{\omega},\qquad
F=\frac{\sum_nT_n(1-T_n)}{\sum_nT_n}.
\end{equation}
The Fano factor $F$ is the zero-temperature, zero-frequency shot noise divided by its value for independent charge transfers at the same current.

\subsection*{Tunnel limit}

For $T_n\ll1$, $F\to1$. Golden-rule tunnelling gives the same result by another route. If $p(E)$ is the probability density for the environment to absorb energy $E$, the zero-temperature current is
\begin{equation}
I=\frac Ge\int_0^{eV}(eV-E)p(E)\,dE,\qquad
\frac{dI}{dV}=G\int_0^{eV}p(E)\,dE .
\end{equation}
The lost fraction is the probability of absorbing more than $eV$. For one weak mode, $|\langle1|e^{i\lambda(b+b^\dagger)}|0\rangle|^2\simeq\lambda^2$. Comparing $2\lambda^2\sin\omega\tau$ with $(e^2/\hbar)J$ in \eqref{eq:J} gives, for a frequency interval $d\omega$,
\begin{equation}
\lambda^2=\frac{e^2}{\pi\hbar}\frac{\operatorname{Re}Z_t}{\omega}d\omega
=\frac2{R_K}\frac{\operatorname{Re}Z_t}{\omega}d\omega .
\end{equation}
Integrating over modes with $\hbar\omega>eV$ reproduces the first-order loss.

\subsection*{Perfect limit}

If every $T_n=1$, then $r=0$ and the phase disappears from \eqref{eq:xi}. In this model $\langle\xi\rangle=0$ without an expansion in the impedance. The mean current is $GV$, although equilibrium noise and the classical series resistance remain. In a mixed conductor, an open channel has no direct term in $P$, but it still contributes to $G$ and hence to the loading in $Z_t$.

\section{Finite temperature}

To include temperature, use \eqref{eq:J} in \eqref{eq:backaction} with
\begin{equation}
\int_0^\infty A\sin\omega\tau\sin v\tau\,d\tau
=\frac14[\hat A(\omega-v)-\hat A(\omega+v)] .
\end{equation}
This gives
\begin{equation}
\delta I=-\frac{e^3P}{4\pi^2\hbar}\int_0^\infty d\omega\,
\frac{\operatorname{Re}Z_t}{\omega}[B(\omega+v)-B(\omega-v)].
\end{equation}
Differentiating with respect to $V$ and writing $b=dB/d\omega$,
\begin{align}
\delta G&=-\frac P{R_K^2}\int_0^\infty d\omega\,
\frac{\operatorname{Re}Z_t}{\omega}[b(\omega+v)+b(\omega-v)],\nonumber\\
b(\omega)&=\coth y-\frac y{\sinh^2y},\qquad y=\frac{\hbar\omega}{2k\Theta}.
\end{align}
As $\Theta\to0$, $b\to\operatorname{sgn}\omega$ and \eqref{eq:main} returns. The factor $P$ survives at finite temperature, although the total current noise then contains a thermal part with another dependence on transmission.

\section{A resistance, a capacitance and the opening numbers}

For an environmental resistance $R_e$ in parallel with $C$, let $R=(R_e^{-1}+G)^{-1}$ and $\tau_c=RC$. Then $\operatorname{Re}Z_t=R/(1+\omega^2\tau_c^2)$. With $u=e|V|\tau_c/\hbar$ and $x=\omega\tau_c$,
\begin{align}
2\int_u^\infty\frac{dx}{x(1+x^2)}
&=\left[\ln\frac{x^2}{1+x^2}\right]_u^\infty
=\ln\left(1+\frac1{u^2}\right)\equiv L(u),\nonumber\\
\frac{\delta G}{G}&=-F\frac R{R_K}L(u).
\end{align}

Take $R_e=500\,\Omega$, $C=1$ fF and $V=100\,\mu$V. Counting both spins,
\begin{align}
\sum_nT_n&=2(0.95+0.60+0.15)=3.40,\nonumber\\
P&=2(0.0475+0.2400+0.1275)=0.830,
\end{align}
so $F=0.830/3.40=0.244$ and $G=131.7\,\mu$S. The loaded resistance is $469.1\,\Omega$, with $R/R_K=0.01817$, $u=0.0713$ and $L=5.288$. Hence
\begin{equation}
\frac{\delta G}{G}=-0.2441\times0.01817\times5.288=-2.35\%,
\qquad \delta G=-3.09\,\mu\mathrm S .
\end{equation}
The opening puzzle is now arithmetic: the three weights $T(1-T)$ are 0.0475, 0.2400 and 0.1275.

Keeping $G$ fixed also keeps the loaded impedance fixed. Replacing the conductor by 34 spin-resolved channels of $T=0.1$ gives $F=0.90$ and a reduction of $8.65\%$. Three open channels and one of $T=0.4$ give $F=0.071$ and $0.68\%$. Conductance alone does not determine the correction.

At 0.1 K and zero bias the reduction is $4.29\%$. At $100\,\mu$V it is $2.37\%$, slightly more than at zero temperature. The reason is thermal averaging. Since $b$ is a smoothed sign function, the finite-temperature integral is the average of $L(u-s)$ with the positive, even weight $\frac12db/ds$, where $s$ is measured in units of $1/\tau_c$. With $\theta=k\Theta\tau_c/\hbar$, its variance is
\begin{equation}
\int_0^\infty s^2\frac{d^2B}{ds^2}ds
=2\int_0^\infty(B-s)\,ds
=4\int_0^\infty\frac{s\,ds}{e^{s/\theta}-1}
=\frac{2\pi^2\theta^2}{3}.
\end{equation}
For $k\Theta\ll e|V|$ the leading change is half the variance times $L''$:
\begin{equation}
\Delta L\simeq\frac{\pi^2\theta^2}{3}\,
\frac{2(1+3u^2)}{u^2(1+u^2)^2}>0 .
\end{equation}
The computed integral indeed rises, from 5.288 to 5.343. With $\theta=0.00614$ the leading term gives $0.049$ of this rise of $0.055$; higher moments of the weight supply the rest. At zero bias temperature instead cuts off the logarithm, which would otherwise diverge.

\section{Where first order stops}

A small $R/R_K$ is not sufficient: the product $(R/R_K)L$ must be small, even if a small Fano factor makes the correction itself small. For a resistive environment at zero temperature, $L$ grows without limit as $V\to0$, so \eqref{eq:main} fails at low enough bias whenever some channel is partly open. In the tunnel limit, multiphoton golden-rule rates measure the neglected terms. At $R/R_K=0.001$ they give a loss of $0.5277\%$, against $0.5288\%$ at first order. At the example's $R/R_K$ the losses are $9.26\%$ and $9.61\%$; first order is too large by about 4\% of the golden-rule loss. At zero bias and 0.1 K, where $(R/R_K)L=0.176$, the losses are $16.1\%$ and $17.6\%$, an excess of about 9\%, so the $4.29\%$ quoted above is less secure than the values at $100\,\mu$V. These numbers calibrate a tunnel junction that sees the same total impedance $Z_t$, and are not an error bound for the three-channel conductor.

The derivation also needs scattering that is instantaneous on the scale $\tau_c$, and transmissions constant over the energies involved. These reach $\hbar/\tau_c$, not only $e|V|$: in the example $\hbar/\tau_c=1.4$ meV, and 41\% of $L$ comes from $\hbar\omega>0.5$ meV. A semiconductor point contact whose transmission steps are about a meV wide does not meet this condition. A resonance narrow on the scale of these energies, or charging inside the conductor, breaks these assumptions, and \eqref{eq:main} then cannot be used as it stands. The leads are also taken to stay at the bath temperature. If the electrode between conductor and resistor is cooled only by electronic heat conduction (Wiedemann--Franz law), Joule heating at $100\,\mu$V brings it to about 0.16 K from a zero-temperature bath and raises the reduction from $2.35\%$ to about $2.38\%$, more than the 0.1 K shift discussed above. The numerical output below gives the remaining comparisons.

\section*{Table of computed values}
\begin{verbatim}
Exact many-body model: charge correction / coupling^2 (units of e)
  T=(0.5,): exact -0.251119, derived -0.251120
  T=(0.2,): exact -0.160716, derived -0.160717
  T=(0.2, 0.7): exact -0.323780, derived -0.323782
  T=(1.0, 0.5): exact -0.218770, derived -0.218772
  T=(1.0, 1.0): exact -0.000000, derived 0.000000
Driven lead: dc energy shift 2.000000, mean phase rate 2 (drive units)
R_K = 25812.807 ohm
Inputs: R_env = 500 ohm, C = 1.0 fF, V = 100 uV, temperature = 0.1 K
Sum of T, both spins = 3.4000
Sum of T(1-T), both spins = 0.8300
Fano factor = 0.24412
G without blockade = 131.718 uS
Loaded resistance R = 469.105 ohm
R/R_K = 0.018173
tau = 0.46911 ps
hbar/tau = 1.4031 meV
u = eV tau/hbar = 0.071270
Logarithm: closed form 5.287636, time integral 5.287636
  channel T=0.95, both spins: dG = -0.3537 uS
  channel T=0.60, both spins: dG = -1.7869 uS
  channel T=0.15, both spins: dG = -0.9493 uS
Total dG at zero temperature = -3.0899 uS
Relative change dG/G = -2.3458 percent
At 0.1 K and bias V: integral by time 5.342718, by frequency 5.342718
  dG/G = -2.3703 percent
At 0.1 K and zero bias: integral by time 9.664284, by frequency 9.664284
  dG/G = -4.2875 percent
Other conductors with the same G, zero temperature, bias V:
  34 channels of T=0.1: Fano 0.90000, dG/G = -8.6485 percent
  3 of T=1 and 1 of T=0.4: Fano 0.07059, dG/G = -0.6783 percent
Tunnel limit, R/R_K=0.001: golden rule loss 0.52768 percent, first order 0.52876 percent
Tunnel limit, example R/R_K: golden rule loss 9.2570 percent, first order 9.6094 percent
\end{verbatim}
